# Hyperfine mixing and g factors in the N = 1 level of CaF

**Question**

I am trying to work out the hyperfine structure of the first rotationally excited level, \(N=1\), of CaF in its \(X\,^2\Sigma^+\) ground state. There is one unpaired electron, \(S=1/2\), and the \(^{19}\)F nucleus has \(I=1/2\). My constants are \(b=109\), \(c=40\) and \(\gamma=40\) MHz.

I started by coupling \(\mathbf J=\mathbf N+\mathbf S\), which gives \(J=1/2\) and \(J=3/2\), and then added \(\mathbf I\). That gives \(F=0,1\) from the first and \(F=1,2\) from the second. With \(g_S\approx2\), I get \(g_F=-1/3\) and \(5/6\) for the two \(F=1\) levels and \(1/2\) for \(F=2\). But \(b\) is larger than \(\gamma\), so I doubt that \(J\) means much here. How do I diagonalize this properly, how strongly is \(J\) mixed, and what are the g factors of the four levels?

**Answer**

Your doubt is justified for the two \(F=1\) levels. The other two keep a definite \(J\) within \(N=1\), because each is the only level with its value of \(F\). The problem therefore reduces to one \(2\times2\) matrix.

**Hamiltonian and choice of basis**

Let \(\mathbf n\) be the unit vector along the molecular axis. In the Frosch–Foley convention, with energies in frequency units,

\[
H=\gamma\,\mathbf N\cdot\mathbf S+b\,\mathbf I\cdot\mathbf S+c\,(\mathbf I\cdot\mathbf n)(\mathbf S\cdot\mathbf n).
\]

Here \(b\) is not the Fermi contact constant, which is \(b+c/3\). I drop the common rotational energy and the small nuclear spin-rotation coupling, and keep only \(N=1\).

There are \(3\cdot2\cdot2=12\) states. Since \(b\) is the largest constant, first couple the spins, \(\mathbf G=\mathbf S+\mathbf I\), and then form \(\mathbf F=\mathbf G+\mathbf N\). The value \(G=0\) gives \(F=1\), and \(G=1\) gives \(F=0,1,2\). The multiplicities are \(3+1+3+5=12\).

**Matrix elements of the three terms**

The contact-like term follows from squaring \(\mathbf G\):

\[
\mathbf I\cdot\mathbf S=\tfrac12\left[G(G+1)-\tfrac32\right],
\]

which is \(-3/4\) for \(G=0\) and \(+1/4\) for \(G=1\).

For the axial term, the square of any spin-1/2 component is \(1/4\), and \(\mathbf I\) commutes with \(\mathbf S\). Hence

\[
(\mathbf G\cdot\mathbf n)^2=\tfrac12+2(\mathbf I\cdot\mathbf n)(\mathbf S\cdot\mathbf n),
\]
\[
(\mathbf I\cdot\mathbf n)(\mathbf S\cdot\mathbf n)=\tfrac12(\mathbf G\cdot\mathbf n)^2-\tfrac14 .
\]

For \(G=0\) this is \(-1/4\). For \(G=1\), write the spin state as a Cartesian vector \(\mathbf v\), on which \((\mathbf G\cdot\mathbf n)\mathbf v=i\,\mathbf n\times\mathbf v\). Applying this twice gives

\[
(\mathbf G\cdot\mathbf n)^2\mathbf v=-\mathbf n\times(\mathbf n\times\mathbf v)=\mathbf v-\mathbf n(\mathbf n\cdot\mathbf v).
\]

The \(N=1\) wave functions are linear in the components of \(\mathbf n\).

- For \(F=0\), the rotationally invariant state has \(\mathbf v\propto\mathbf n\). Then \((\mathbf G\cdot\mathbf n)^2=0\), and the axial term is \(-1/4\).
- For \(F=1\), \(\mathbf v\propto\mathbf n\times\mathbf a\) with a constant vector \(\mathbf a\). This is perpendicular to \(\mathbf n\), so \((\mathbf G\cdot\mathbf n)^2=1\) and the axial term is \(+1/4\).
- For \(F=2\), use the stretched state with both spins up and \(M_N=1\). Only \(I_zS_z\) has a spin expectation value, \(1/4\). The angular density is proportional to \(1-x^2\), with \(x=n_z\), so
\[
\langle n_z^2\rangle=\tfrac34\int_{-1}^{1}(1-x^2)x^2\,dx=\tfrac15 ,
\]
and the axial term is \(1/20\).

For spin-rotation coupling, write \(\mathbf S=\tfrac12[\mathbf G+(\mathbf S-\mathbf I)]\). The difference \(\mathbf S-\mathbf I\) changes sign when the two spins are exchanged. The \(G=1\) states are even under this exchange and the \(G=0\) state is odd, so the difference connects \(G=0\) with \(G=1\) but has no elements inside either group. Inside \(G=1\), therefore,

\[
\langle\mathbf N\cdot\mathbf S\rangle=\tfrac12\langle\mathbf N\cdot\mathbf G\rangle=\tfrac14[F(F+1)-4],
\]

or \(-1,-1/2,+1/2\) for \(F=0,1,2\). For \(G=0\) it vanishes.

The two unmixed levels follow at once:

\[
E_{F=2}=\frac{\gamma}{2}+\frac b4+\frac c{20}=20+27.25+2=49.25\ \text{MHz},
\]
\[
E_{F=0}=-\gamma+\frac b4-\frac c4=-40+27.25-10=-22.75\ \text{MHz}.
\]

**The coupling between the two F = 1 states**

Take \(M_F=1\) and write states as \(|G,M_G\rangle|M_N\rangle\):

\[
|a\rangle=|0,0\rangle|1\rangle,\qquad
|b\rangle=\frac{|1,0\rangle|1\rangle-|1,1\rangle|0\rangle}{\sqrt2}.
\]

The minus sign makes \(F_+|b\rangle=0\), as required for \(F=1\), \(M_F=1\). With the electron arrow first, \(|0,0\rangle=(|\uparrow\downarrow\rangle-|\downarrow\uparrow\rangle)/\sqrt2\), so

\[
S_z|0,0\rangle=\tfrac12|1,0\rangle,\qquad
S_+|0,0\rangle=-\tfrac1{\sqrt2}|1,1\rangle .
\]

Now use \(\mathbf N\cdot\mathbf S=N_zS_z+\tfrac12(N_+S_-+N_-S_+)\). The term with \(N_+\) gives zero on \(M_N=1\), and \(N_-|1\rangle=\sqrt2|0\rangle\). Therefore

\[
\mathbf N\cdot\mathbf S|a\rangle
=\tfrac12|1,0\rangle|1\rangle-\tfrac12|1,1\rangle|0\rangle
=\tfrac1{\sqrt2}|b\rangle .
\]

The \(b\) and \(c\) terms are symmetric under exchange of the two spins and do not connect \(G=0\) with \(G=1\). In the order \(|a\rangle,|b\rangle\),

\[
H_{F=1}=\begin{pmatrix}
-\frac{3b}{4}-\frac c4 & \frac{\gamma}{\sqrt2}\\[2pt]
\frac{\gamma}{\sqrt2} & -\frac\gamma2+\frac b4+\frac c4
\end{pmatrix}
=\begin{pmatrix}-91.750&28.284\\28.284&17.250\end{pmatrix}\text{MHz}.
\]

The mean of the diagonal is \(-(b+\gamma)/4=-37.25\) MHz. Define half the diagonal difference, the coupling, and their combined length:

\[
h=\tfrac12\left(b+\tfrac c2-\tfrac\gamma2\right)=54.5\ \text{MHz},\qquad
V=\frac{\gamma}{\sqrt2},
\]
\[
R=\sqrt{h^2+V^2}=\sqrt{54.5^2+28.284^2}=61.40\ \text{MHz}.
\]

The eigenvalues are

\[
E_\pm=-\frac{b+\gamma}{4}\pm R=24.15\ \text{and}\ -98.65\ \text{MHz}.
\]

From the bottom, the order is \(F=1,0,1,2\), with intervals of 75.90, 46.90 and 25.10 MHz. As a check on the arithmetic, the sum weighted by \(2F+1\) is zero, as it must be because each term in \(H\) has zero trace over the 12 states:

\[
3(-98.65)-22.75+3(24.15)+5(49.25)=0 .
\]

**How strongly J is mixed**

From \(\mathbf J=\mathbf N+\mathbf S\), one has \(\mathbf N\cdot\mathbf S=\tfrac12[J(J+1)-\tfrac{11}4]\), which is \(1/2\) for \(J=3/2\) and \(-1\) for \(J=1/2\). In the basis \(|a\rangle,|b\rangle\), the matrix of \(\mathbf N\cdot\mathbf S\) has diagonal \(0,-1/2\) and off-diagonal element \(1/\sqrt2\). Its eigenvectors are

\[
|\tfrac32\rangle=\frac{\sqrt2|a\rangle+|b\rangle}{\sqrt3},\qquad
|\tfrac12\rangle=\frac{|a\rangle-\sqrt2|b\rangle}{\sqrt3}.
\]

Let \(A_0=-3b/4-c/4\) and \(A_1=b/4+c/4\) be the hyperfine energies of \(|a\rangle\) and \(|b\rangle\). In the \(J\) basis,

\[
H_{3/2}=\frac\gamma2+\frac{2A_0+A_1}{3}
=\frac\gamma2-\frac{5b}{12}-\frac c{12}=-28.75\ \text{MHz},
\]
\[
H_{1/2}=-\gamma+\frac{A_0+2A_1}{3}
=-\gamma-\frac b{12}+\frac c{12}=-45.75\ \text{MHz},
\]
\[
\langle\tfrac32|H|\tfrac12\rangle=\frac{\sqrt2}{3}(A_0-A_1)
=-\frac{\sqrt2}{3}\left(b+\frac c2\right)=-60.81\ \text{MHz}.
\]

The coupling is 3.58 times the diagonal gap of 17 MHz, so treating the mixing as a small correction fails. Spin-rotation alone would separate the two states by \(3\gamma/2=60\) MHz, but the diagonal hyperfine terms remove \(b/3+c/6=43\) MHz of that.

To find expectation values without choosing phases for the eigenvectors, subtract the mean from \(H_{F=1}\) and call the remainder \(K\). Since \(K^2=R^2\), the projectors on the upper and lower states are \(P_\pm=\tfrac12(1\pm K/R)\). For any operator \(X\) in this two-state space,

\[
\langle X\rangle_\pm=\tfrac12\left[\operatorname{tr}X\pm\frac{\operatorname{tr}(KX)}R\right].
\]

Let \(X\) project on \(J=3/2\). Its trace is 1, and \(\operatorname{tr}(KX)\) is the diagonal element of \(K\) for \(J=3/2\), namely half the gap:

\[
\delta=\tfrac12(H_{3/2}-H_{1/2})=8.5\ \text{MHz},\qquad
w_\pm(J=\tfrac32)=\tfrac12\left(1\pm\frac\delta R\right).
\]

With \(\delta/R=8.5/61.40=0.138\), the lower \(F=1\) level is 56.9% \(J=1/2\) and 43.1% \(J=3/2\). The upper one has these percentages reversed. Equal mixing occurs at \(\delta=0\), or \(\gamma=\tfrac29(b+c/2)\approx28.7\) MHz for these \(b,c\), not far below the value used here.

**The g factors**

Take the Zeeman energy as \(g_S\mu_B B S_z\), with \(g_S=2.00232\), and define \(g_F\) by the linear shift \(g_F\mu_BBM_F\). A positive \(g_F\) means that the energy rises with \(M_F\). Within one \(F\) level, \(S_z\) is proportional to \(F_z\), so one nonzero \(M_F\) is enough:

\[
g_F=g_S\frac{\langle S_z\rangle}{M_F}.
\]

The stretched \(F=2\), \(M_F=2\) state has \(\langle S_z\rangle=1/2\), hence \(g_2=g_S/4=0.501\). For \(F=0\), the expectation value of a vector component vanishes. There is no linear shift, and since \(M_F=0\), the definition assigns no value to \(g_0\). Tables may list it as zero by convention.

For \(F=1\), \(M_F=1\), the action of \(S_z\) found above gives \(\langle b|S_z|a\rangle=\tfrac1{\sqrt2}\cdot\tfrac12=\tfrac1{2\sqrt2}\). The diagonal element for \(|a\rangle\) is zero. In \(|b\rangle\), the average of \(G_z\) is \(1/2\), so that of \(S_z\) is \(1/4\). Thus

\[
S_z=\begin{pmatrix}0&\frac1{2\sqrt2}\\[2pt]\frac1{2\sqrt2}&\frac14\end{pmatrix},
\qquad
\operatorname{tr}(KS_z)=\frac h4+\frac{2V}{2\sqrt2}=\frac h4+\frac\gamma2 .
\]

The projector formula now gives

\[
g_\pm=g_S\left[\frac18\pm\frac{h/8+\gamma/4}{R}\right].
\]

Here \(h/8+\gamma/4=6.8125+10=16.8125\) MHz, and division by \(R\) gives 0.2738. The results are

\[
g_-=2.00232(0.125-0.2738)=-0.298,
\]
\[
g_+=2.00232(0.125+0.2738)=0.799 .
\]

| Level, from the bottom | Energy (MHz) | \(g_F\) | Slope per \(M_F\) (MHz/G) |
|---|---:|---:|---:|
| \(F=1\) lower | −98.65 | −0.298 | −0.417 |
| \(F=0\) | −22.75 | undefined | 0 |
| \(F=1\) upper | 24.15 | 0.799 | 1.118 |
| \(F=2\) | 49.25 | 0.501 | 0.701 |

**Why your pure-J values came out close**

Transforming \(S_z\) with the two \(J\) vectors gives

\[
\langle\tfrac32|S_z|\tfrac32\rangle=\tfrac13+\tfrac1{12}=\tfrac5{12},\qquad
\langle\tfrac12|S_z|\tfrac12\rangle=-\tfrac13+\tfrac16=-\tfrac16,
\]
\[
\langle\tfrac32|S_z|\tfrac12\rangle
=\frac1{2\sqrt2}\left(-\frac23+\frac13\right)-\frac{\sqrt2}{12}
=-\frac{\sqrt2}{6}.
\]

With the full \(g_S\), your pure-\(J\) values are \(-0.334\) and \(0.834\). Averaging them with the \(J\) weights gives 0.169 for the lower level and 0.331 for the upper, both far from the correct results. The missing part is the interference between the two \(J\) components. Its magnitude is

\[
g_S\,\frac{60.81}{61.40}\,\frac{\sqrt2}{6}=0.467 .
\]

The coupling in \(H\) and the cross element of \(S_z\) are both negative. In the lower state the two amplitudes have the same sign, so interference lowers \(g_F\): \(0.169-0.467=-0.298\). In the upper state they have opposite signs, and it raises \(g_F\) to 0.799 (the rounded terms shown here add to 0.798).

The closeness to the pure-\(J\) values is an accident of these constants, as a geometric picture shows. The numerator \(h/8+V/(2\sqrt2)\) is the scalar product of \((h,V)\), of length \(R\), with the fixed vector \((1/8,1/(2\sqrt2))\), of length \(3/8\). If \(\vartheta\) is the angle between them,

\[
g_\pm=g_S\left[\tfrac18\pm\tfrac38\cos\vartheta\right],\qquad
\cos\vartheta=\frac{h+2\gamma}{3R}.
\]

For the present constants, \(\cos\vartheta=134.5/184.2=0.730\). In the limit of large positive \(\gamma\), \(h\to-\gamma/4\) and \(R\to3\gamma/4\), so \(\cos\vartheta\to7/9=0.778\). This is the pure-\(J\) limit, and the two cosines are similar.

They lie on opposite sides of an extremum, however. The vectors are parallel when \(V/h=2\sqrt2\), which means \(h=\gamma/4\), or

\[
\gamma=b+\frac c2=129\ \text{MHz}.
\]

There the g factors reach \(-g_S/4=-0.501\) and \(g_S/2=1.001\). As \(\gamma\) increases from 40 MHz at fixed \(b,c\), the g factors first reach the pure-\(J\) values, then move beyond them to these extrema, and finally approach the pure-\(J\) values again as \(\gamma\to\infty\). The only crossing at finite positive \(\gamma\) is at \(\gamma=\tfrac5{14}(b+c/2)\approx46\) MHz: there \(h\) and \(R\) are \(23/56\) and \(27/56\) of \(b+c/2\), so \(\cos\vartheta=7/9\) exactly. Yet \(\delta/R=17/81\), and the upper state has only about 60% \(J=3/2\). Near-pure g factors are therefore no evidence of nearly pure \(J\).

The opposite limit is also useful. For \(\gamma\to0\) with \(b+c/2>0\), \(R\to h\), and the g factors tend to 0 and \(g_S/4\). The lower state is then the spin singlet \(G=0\), which has no average electron moment. A definite \(G\) does not mean a definite \(J\): the singlet has \(J=3/2\) weight \(2/3\).

**Where these numbers apply**

The g factors describe linear shifts, so the Zeeman energy must be small compared with the hyperfine intervals. At 1 G the largest quadratic shift is 0.033 MHz. Scaling it as \(B^2\) suggests about 3 MHz at 10 G, where the linear shifts per unit \(M_F\) are roughly 4 to 11 MHz. At such fields, diagonalize the hyperfine and Zeeman terms together.

Mixing with \(N=3\) is much less important. Since \(G\le1\), \(N=3\) contains no \(F=0\) or \(F=1\) states, so within this Hamiltonian only \(F=2\) can be affected. With a round rotational constant of 10 GHz, the shift is about 0.001 MHz.

The Zeeman term above omits the nuclear and rotational moments and the small anisotropy of the electron g factor. The nuclear magneton is 0.000545 of the Bohr magneton, and a nuclear g factor of a few brings the nuclear contribution to the order of a thousandth. The third decimals of the g factors in the table thus belong to this model. Likewise, the decimals of the energies serve to check the arithmetic: with constants given to 1 MHz, the energies are reliable only to about 1 MHz. The same rounding of the constants can move the two \(F=1\) g factors by up to about 0.005. For the molecule, I would quote \(-0.30\), \(0.80\) and \(0.50\) for lower \(F=1\), upper \(F=1\) and \(F=2\), with the second decimal of the first two uncertain by about one unit.

The energies, weights and g factors were tested against direct diagonalization in the uncoupled basis, with the g factors taken from level shifts in a small field. The values are in the numerical output below.

## Numbers as computed

```
b, c, gamma = 109, 40, 40 MHz
g_S = 2.00232
mu_B/h = 1.39962 MHz/G
nuclear magneton / Bohr magneton = 0.000545
G basis, H(G=0) = -91.750 MHz
G basis, H(G=1) = 17.250 MHz
G basis, coupling = 28.284 MHz
h = 54.500 MHz
R = 61.402 MHz
J basis, H(J=1/2) = -45.750 MHz
J basis, H(J=3/2) = -28.750 MHz
J basis, coupling = -60.811 MHz
J basis, diagonal gap = 17.000 MHz
delta = 8.500 MHz
|coupling| / diagonal gap = 3.58
E(F=1 lower) = -98.65 MHz
E(F=0) = -22.75 MHz
E(F=1 upper) = 24.15 MHz
E(F=2) = 49.25 MHz
interval F=1 lower to F=0 = 75.90 MHz
interval F=0 to F=1 upper = 46.90 MHz
interval F=1 upper to F=2 = 25.10 MHz
J=3/2 weight, F=1 lower = 0.431
J=1/2 weight, F=1 lower = 0.569
J=3/2 weight, F=0 = 0.000
J=1/2 weight, F=0 = 1.000
J=3/2 weight, F=1 upper = 0.569
J=1/2 weight, F=1 upper = 0.431
J=3/2 weight, F=2 = 1.000
J=1/2 weight, F=2 = 0.000
g_F(F=1 lower) = -0.298
Zeeman slope per M_F, F=1 lower = -0.417 MHz/G
g_F(F=1 upper) = 0.799
Zeeman slope per M_F, F=1 upper = 1.118 MHz/G
g_F(F=2) = 0.501
Zeeman slope per M_F, F=2 = 0.701 MHz/G
F=0 linear slope = 0.000 MHz/G
g_F sum of the two F=1 levels = 0.501
pure-J g_F, F=1 lower = -0.334
weighted mean without cross term, F=1 lower = 0.169
pure-J g_F, F=1 upper = 0.834
weighted mean without cross term, F=1 upper = 0.331
gamma at the g_F extrema = 129 MHz
extreme g_F, F=1 lower = -0.501
extreme g_F, F=1 upper = 1.001
largest quadratic Zeeman shift at 1 G = 0.033 MHz
round B used for the N=3 check = 10000 MHz
largest level shift from N=3 = 0.0010 MHz
```
